# Why a Strained Supercell Does Not Directly Give Interfacial Adhesion

A model layer with the rough dimensions and stiffness of MoS2 is placed on a model of sapphire (0001), with 39 formula units sharing a periodic cell with 19 oxide surface cells. Subtracting the supercell energy from the energies of a clean slab and a relaxed free layer gives an apparent adhesion of \(-0.041\ \mathrm{J/m^2}\). Read as an adhesion, the negative sign would mean that the layer does not stick. Yet lifting the same layer off the same oxide, at fixed cell, takes \(+0.285\ \mathrm{J/m^2}\) of work. Both numbers are correct. They answer different questions.

## The belief and its appeal

The belief is that adhesion equals the energy of the separated parts minus the energy of the joined system, with each part in its own ground state. Let \(E_{\rm tot}\) be the relaxed energy of the supported layer, \(E_{\rm ox}\) that of the clean slab in the same cell, \(N\) the number of formula units in the layer, \(e_0\) the energy per formula unit of the free layer at its own lattice constant, and \(A\) the area of the common cell. The recipe is

\[
W_{\rm app}=\frac{E_{\rm ox}+Ne_0-E_{\rm tot}}{A},
\]

positive when joining lowers the energy.

It tempts for good reasons. The atoms balance, both references are well defined, and \(e_0\) need be computed just once for all supercells. For two molecules it would be the usual binding energy. The difference here is the periodic cell. It is a mechanical constraint that stretches or compresses the layer, and the relaxed reference does not feel it.

## Splitting the energy difference

Let \(E_L\) be the energy of the free layer held in the common cell, with its atoms relaxed inside that cell. Add and subtract it in the numerator:

\[
E_{\rm ox}+Ne_0-E_{\rm tot}
=(E_{\rm ox}+E_L-E_{\rm tot})-(E_L-Ne_0).
\]

Division by \(A\) gives

\[
W_{\rm app}=W-u,\qquad
W=\frac{E_{\rm ox}+E_L-E_{\rm tot}}{A},\qquad
u=\frac{E_L-Ne_0}{A}.
\]

No approximation has been made. Since \(e_0\) is the minimum over cell shape and atomic positions, \(E_L\ge Ne_0\) and \(u\ge0\). With a clean slab in the common cell, the recipe therefore cannot overstate \(W\); it understates it by the elastic energy of the layer.

That \(W\) deserves the name adhesion follows from mechanics. Hold the cell fixed and raise the mean height \(h\) of the layer slowly, while all other coordinates \(s\) relax. The energy along this path is \(E^*(h)=E(h,s^*(h))\), and

\[
\frac{dE^*}{dh}=\frac{\partial E}{\partial h}
+\frac{\partial E}{\partial s}\cdot\frac{ds^*}{dh}
=\frac{\partial E}{\partial h},
\]

because \(\partial E/\partial s=0\) at the relaxed positions. The right side is the normal force needed to hold the layer at height \(h\). If the path is smooth, without sudden jumps, its integral is

\[
\int_{h_0}^{\infty}\frac{\partial E}{\partial h}\,dh
=E^*(\infty)-E^*(h_0)=E_{\rm ox}+E_L-E_{\rm tot}=WA .
\]

The layer arrives at infinity still strained. Releasing the cell then returns the energy \(uA\). The apparent adhesion is the net cost of both legs, lifting and release, and the second leg has nothing to do with the interface.

## The size of the elastic term

For a layer with hexagonal symmetry, the energy per unstrained area at small in-plane strain is

\[
\tfrac12C_{11}(e_1^2+e_2^2)+C_{12}e_1e_2+\tfrac12C_{66}\gamma^2 ,
\]

where \(e_1,e_2\) are the two extensions and \(\gamma\) is the shear. A hexagonal common cell imposes \(e_1=e_2=e\) and \(\gamma=0\), so the energy is

\[
\tfrac12C_{11}(2e^2)+C_{12}e^2=Me^2,\qquad M=C_{11}+C_{12}.
\]

There is no factor \(\tfrac12\), because two directions are strained. The common-cell area is larger than the unstrained area by \((1+e)^2\), hence

\[
u\simeq\frac{Me^2}{(1+e)^2}.
\]

To go beyond small strain one needs a model of the bonds. Here each formula unit is one bead of a triangular lattice with spacing \(a\), and neighbours at distance \(r\) interact through

\[
\phi(r)=\frac{k}{2\alpha^2}\left[1-e^{-\alpha(r-a)}\right]^2 .
\]

A uniform strain \(e\) lengthens every bond by \(ae\). Put \(y=\alpha ae\). Then

\[
(1-e^{-y})^2=\left(y-\tfrac12y^2+\tfrac16y^3-\dots\right)^2
=y^2-y^3+\tfrac{7}{12}y^4-\dots,
\]

the last coefficient being \(\tfrac14+\tfrac13\). Each bead owns three bonds and an area \(A_0=\sqrt3a^2/2\). The energy per unstrained area is

\[
\frac{3\phi}{A_0}
=\frac{3k a^2e^2/2}{\sqrt3a^2/2}\left(1-y+\tfrac{7}{12}y^2-\dots\right)
=\sqrt3\,k\,e^2\left(1-y+\tfrac{7}{12}y^2-\dots\right),
\]

so \(M=\sqrt3k\). These bonds soften in tension and stiffen in compression.

The strain need not be biaxial. If a cell stretches the layer along one bond direction and leaves the other direction matched, a bond at angle \(\theta\) to the stretch lengthens by \(ae\cos^2\theta\). The three bond directions give \(\sum\cos^4\theta=1+\tfrac1{16}+\tfrac1{16}=\tfrac98\) in place of 3, so the leading energy is \(\tfrac38Me^2\). A cell matched along one axis still contaminates the apparent adhesion, though less at equal \(e\).

## Five cells, one interface

The lattice constants are \(a=0.316\) nm for the layer and \(a_{\rm ox}=0.476\) nm for the oxide surface. When \(N\) layer units cover \(m\) oxide cells, equality of areas requires

\[
e=\frac{a_{\rm ox}}{a}\sqrt{\frac mN}-1 .
\]

The stiffness is \(M=160\) N/m, and \(\alpha=10\ \mathrm{nm^{-1}}\). The layer also has a bending rigidity \(\kappa=10\) eV. Each bead at height \(z\), measured from the mean contact minimum, feels the rigid oxide through

\[
V=D\left[e^{-2\beta z}(1+cf)-2e^{-\beta z}\right],
\]

with \(D=0.17\) eV, \(\beta=12\ \mathrm{nm^{-1}}\) and \(c=0.2\). The function \(f\) is the mean of three cosines with the period of the oxide. All bead positions were relaxed in each cell. The lifting work was obtained separately, by integrating the normal force while the layer was raised by 1.5 nm. Energies in the table are in \(\mathrm{J/m^2}\) of common-cell area.

| \(N/m\) | \(e\) (%) | \(W_{\rm app}\) | \(u\) | \(W\) |
|---|---:|---:|---:|---:|
| 9/4 | +0.42 | 0.310 | 0.003 | 0.312 |
| 7/3 | −1.39 | 0.291 | 0.033 | 0.324 |
| 19/9 | +3.67 | 0.114 | 0.179 | 0.293 |
| 39/19 | +5.14 | −0.041 | 0.326 | 0.285 |

In all four cells the lifting work agrees with \(W\) to the four decimals of the numerical output. These cells are small enough for the layer to stay nearly flat as it rises. The mean contact curvature reaches \(-D\beta^2/4\) on the way up, so an unstrained flat layer becomes unstable to ripples with \(\kappa q^4<D\beta^2/4A_0\), longer than about 3.9 nm; in cells that admit them a smooth path is not assured. The force on the layer thus confirms which of the two differences measures adhesion.

The fifth cell puts 84 units on 37 oxide cells. Its strain is \(-0.027\%\), and its elastic energy is about \(10^{-5}\ \mathrm{J/m^2}\). There the two definitions agree, at \(0.315\ \mathrm{J/m^2}\). This is the adhesion \(W_0\) of the essentially unstrained layer, equal to \(1.97\ \mathrm{eV/nm^2}\).

The spread of \(W_{\rm app}\) can now be predicted. Suppose that the contact energy per formula unit does not change with strain. The number of units per area falls as \((1+e)^{-2}\), so \(W=W_0/(1+e)^2\) and, through the first anharmonic term,

\[
W_{\rm app}\simeq\frac{W_0-Me^2(1-\alpha ae)}{(1+e)^2}.
\]

For the 19/9 cell, \((1+e)^2=1.0748\) and \(Me^2=160\times0.03673^2=0.2159\ \mathrm{J/m^2}\). The quadratic elastic energy is \(0.2159/1.0748=0.201\ \mathrm{J/m^2}\). With \(\alpha ae=10\times0.316\times0.03673=0.116\), the softening reduces it to \(0.178\ \mathrm{J/m^2}\). The prediction is therefore

\[
W_{\rm app}\simeq\frac{0.3150}{1.0748}-0.1775=0.116\ \mathrm{J/m^2},
\]

against \(0.114\ \mathrm{J/m^2}\) from the relaxed supercell. The remaining difference is the size of the next term, \(\tfrac7{12}(0.116)^2\times0.201=0.0016\ \mathrm{J/m^2}\). In this cell the elastic energy is 61% of \(W\), so the recipe misses more than half of the adhesion.

## A reversed ranking

The first two cells show a quieter failure. By \(W_{\rm app}\), the 9/4 cell binds more strongly than the 7/3 cell, 0.310 against 0.291. By \(W\) the order is reversed, 0.312 against 0.324.

The larger \(W\) of the 7/3 cell does not mean a stronger contact for each unit. Compression packs more units into each area. Multiplying \(W\) by \((1+e)^2\) refers it to the unstrained layer area, and gives \(0.3124\times1.0085=0.315\) and \(0.3240\times0.9724=0.315\ \mathrm{J/m^2}\). The same conversion gives 0.315 for the two poor cells as well. One contact energy per unit has produced four apparent adhesions.

This constancy belongs to the model, in which the contact energies of the beads add, the corrugation averages out over the beads of each cell, and the oxide does not respond. The cells also differ in the twist between layer and oxide lattices: \(0^\circ\), \(10.9^\circ\), \(23.4^\circ\), \(7.3^\circ\) and \(14.4^\circ\) for 9/4, 7/3, 19/9, 39/19 and 84/37. The contact energy of the model is insensitive to twist; that of a real interface need not be. In a real material, strain changes the electronic structure of the layer and may change its bonding to the oxide. Then \(W\) from a same-cell reference is still the adhesion of the strained layer, but it need not convert to that of the unstrained one by an area factor.

## What a negative value means

At the zero of \(W_{\rm app}\) the common factor \((1+e)^{-2}\) drops out. To quadratic order,

\[
W_0=Me^2\quad\Longrightarrow\quad
|e|=\sqrt{\frac{W_0}{M}}=\sqrt{\frac{0.3150}{160}}=4.4\%.
\]

With the full bonds in tension the zero moves to 4.8%, because the layer softens. The 39/19 cell lies beyond it.

The negative value is a correct statement about energies: the strained, supported layer lies above a relaxed layer far from the oxide. Per formula unit the excess is \((0.0407/0.1602)\times0.08648\times1.105=0.024\) eV, where \(0.1602\ \mathrm{J/m^2}\) equals \(1\ \mathrm{eV/nm^2}\) and \(0.08648\ \mathrm{nm^2}\) is \(A_0\). It does not follow that the layer would detach. At fixed cell, detachment costs \(0.285\ \mathrm{J/m^2}\). If the cell constraint is removed, the layer can shed its strain while it stays bound, and reach the energy of the nearly matched cell, about 0.17 eV per unit below the free layer. The model thus favours strain relaxation on the oxide over separation. The barriers along that route were not computed.

There is a proper use for \(W_{\rm app}\). If a film really is coherent with its substrate, the elastic energy is physically present, and \(W_{\rm app}\) is its energy gain relative to a relaxed free layer. It then measures the stability of the strained film against lifting and release, though not against strain relaxation on the oxide. The error lies in calling that quantity interfacial adhesion, or in applying it to a film whose strain exists because a small cell was convenient.

## When the oxide is strained too

So far the slab reference was in the common cell, so any strain energy of the slab cancelled. If a relaxed slab is used as reference instead, the same addition and subtraction yields a second term, \(W_{\rm app}=W-u-u_{\rm ox}\).

Let the slab have biaxial modulus \(Y\) and thickness \(t\), and so a stiffness \(K=Yt\). If the cell may relax, a mismatch \(m_0\) is shared: the slab takes a strain \(e_s\) and the layer \(m_0+e_s\). To leading order, with the small differences between reference areas ignored, the elastic energy is

\[
U=M(m_0+e_s)^2+Ke_s^2 .
\]

Setting \(dU/de_s=2M(m_0+e_s)+2Ke_s=0\) gives

\[
e_s=-\frac{M}{M+K}m_0,\qquad m_0+e_s=\frac{K}{M+K}m_0,
\]

\[
U=\frac{MK^2+KM^2}{(M+K)^2}m_0^2=\frac{MK}{M+K}m_0^2 .
\]

For \(K\gg M\) this returns \(Mm_0^2\): a thick wafer leaves all the strain to the layer. A slab 1.3 nm thick with \(Y=550\) GPa has \(K=715\) N/m, which is not so large. For the 19/9 mismatch the formulas give \(e_s=-0.67\%\) and \(U=0.176\ \mathrm{J/m^2}\). At this mismatch the unstrained areas of slab and layer differ by 7.5%. Minimizing the total energy of 19 units on 9 oxide cells, each part counted on its own area, gives \(-0.65\%\) and \(0.176\ \mathrm{J/m^2}\) of unstrained layer area with harmonic bonds. The full bonds give \(-0.57\%\) and \(0.163\ \mathrm{J/m^2}\), both smaller in size because the stretched layer is softer.

The opposite choice forces the oxide to the lattice of the layer. The slab strain is then \(-3.54\%\), and its energy is \(715\times0.03543^2=0.90\ \mathrm{J/m^2}\) of unstrained slab area, nearly three times \(W_0\). It grows in proportion to thickness. An apparent adhesion that drifts linearly as oxide layers are added at fixed strain is what a relaxed slab reference would produce.

## Distortion, buckling and temperature

Contact also ripples the layer. If the free layer is frozen in its contact shape, its energy exceeds \(E_L\) by a distortion energy. A frozen reference therefore gives a larger value than \(W\), which already has this cost deducted. In the cells studied here the distortion is at most \(0.09\ \mathrm{mJ/m^2}\) and can be ignored. An oxide whose surface atoms move on contact may have a much larger one.

The reference \(E_L\) needs care under compression. A flat layer under biaxial strain \(e<0\) carries a compressive stress \(M|e|\). A ripple of wavevector \(q\) costs bending energy proportional to \(\kappa q^4\) and releases energy proportional to \(M|e|q^2\), with the same prefactor. The flat layer is unstable when \(q^2<M|e|/\kappa\), that is, beyond the wavelength

\[
\lambda_c=2\pi\sqrt{\frac{\kappa}{M|e|}}
=2\pi\sqrt{\frac{10}{998.6\times0.01388}}=5.3\ \mathrm{nm},
\]

with \(M\) in \(\mathrm{eV/nm^2}\). For the bead lattice with the full bonds the threshold is somewhat shorter, 5.03 nm. The 7/3 cell has an edge of 0.82 nm, too short for such a ripple. Repeated seven times along each edge it admits a ripple of 5.00 nm and is only just stable. In a cell repeated eight or more times along each edge, the free layer could buckle, \(E_L\) would fall, and the flat and buckled references would define different values of \(W\).

Temperature enters in several ways, of which two are estimated here. A difference in thermal expansion of \(2\times10^{-6}\ \mathrm{K^{-1}}\) over 800 K shifts the strain by \(\delta=0.16\%\). Taken as added tension, it changes the elastic energy per unstrained area, to quadratic order, by \(M(2e\delta+\delta^2)\): \(+2.6\), \(-6.7\) and \(+19\ \mathrm{mJ/m^2}\) for the 9/4, 7/3 and 19/9 cells. With the full bonds, which soften in tension, the last value falls to about \(+16\ \mathrm{mJ/m^2}\). An error \(\delta\) in the computed mismatch acts in the same way.

Binding also suppresses flexural motion. The curvature of the contact well per area is \(k_0=2D\beta^2/A_0\), so the stiffness of a mode rises from \(\kappa q^4\) to \(\kappa q^4+k_0\). Each classical mode then gains a free energy \(\tfrac12k_BT\ln(1+k_0/\kappa q^4)\). The number of modes per area between \(q\) and \(q+dq\) is \(q\,dq/2\pi=dv/4\pi\), with \(v=q^2\). Put \(b=\sqrt{k_0/\kappa}\). The logarithm falls as \(b^2/v^2\) at large \(v\), so the upper limit can be taken as infinite with little error, and the loss of adhesion per area is

\[
\frac{k_BT}{8\pi}\int_0^\infty\ln\!\left(1+\frac{b^2}{v^2}\right)dv
=\frac{k_BT}{8\pi}\int_0^\infty\frac{2b^2}{v^2+b^2}\,dv
=\frac{k_BT}{8}\sqrt{\frac{k_0}{\kappa}},
\]

by partial integration, whose boundary terms vanish. For an unstrained layer this continuum estimate is \(3.9\ \mathrm{mJ/m^2}\) at 300 K and \(13\ \mathrm{mJ/m^2}\) at 1000 K, or 1% and 4% of \(W_0\). A sum over the modes of the bead lattice gives about a tenth more.

## The real interface

The lattice constants, stiffness and bending rigidity are rough typical values for MoS2 and sapphire, and a contact energy near \(0.3\ \mathrm{J/m^2}\) is typical of van der Waals contact. The cells with strains of 3.7% and 5.1% were chosen to expose the error. One assumption that may fail is the clean, rigid, inert oxide. Surface termination, hydroxyl groups, adsorbed water and steps can all alter \(W_0\). The elastic term does not depend on them, so at fixed strain \(W_{\rm app}\) moves by the same amount as \(W\). In the quadratic estimate, halving \(W_0\) lowers the strain of vanishing apparent adhesion from 4.4% to 3.1%, and doubling it raises that strain to 6.3%.

The cure costs one further calculation: the free layer in the common cell, with its atoms relaxed. If only apparent values are at hand, two cells of small strain can still be used, provided that the contact energy per unit is the same in both, in spite of their different strain and twist, and the elasticity quadratic. Then \(W_{\rm app}(1+e)^2=W_0-Me^2\) is a straight line in \(e^2\). The 9/4 and 7/3 cells give 0.31224 and 0.28284 \(\mathrm{J/m^2}\) at \(e^2=0.178\times10^{-4}\) and \(1.925\times10^{-4}\). The slope is \(-168\) N/m, and the intercept is \(0.315\ \mathrm{J/m^2}\), the value found in the nearly matched cell. The slope exceeds 160 N/m in size because the 7/3 layer is compressed and its bonds stiffen.

## Computed values

```
INPUTS (rough, MoS2-on-sapphire regime)
layer, oxide lattice constants: 0.316, 0.476 nm
C11+C12 of layer: 160 N/m = 998.6 eV/nm^2
bond constant k: 576.6 eV/nm^2; alpha: 10 1/nm
bending rigidity: 10 eV
contact depth: 0.17 eV per formula unit
contact beta: 12 1/nm; corrugation: 0.2
free-layer area per formula unit: 0.08648 nm^2
stiffness from energies: 160.001 N/m
CELLS: layer units/oxide cells; energies in J/m^2
cell    strain%   W_app      u        W     lift work
 9/4    +0.422  +0.3096  0.0028  0.3124  0.3124
 7/3    -1.388  +0.2909  0.0331  0.3240  0.3240
19/9    +3.673  +0.1141  0.1790  0.2931  0.2931
39/19   +5.139  -0.0407  0.3257  0.2850  0.2850
cell   u quadratic  u cubic  predicted W_app (J/m^2)
 9/4   0.0028      0.0028   +0.3096
 7/3   0.0317      0.0331   +0.2909
19/9   0.2008      0.1775   +0.1156
39/19  0.3823      0.3202   -0.0352
matched cell 84/37: strain -0.027 %
matched cell: W_app 0.3152, W 0.3152, u 0.000012 J/m^2
W0 per unstrained area: 0.3150 J/m^2 = 1.966 eV/nm^2
19/9 in eV/nm^2: W_app 0.712, u 1.117, W 1.829
19/9: u/W = 61.1 %
largest contact distortion energy: 0.0909 mJ/m^2
zero of W_app, quadratic: 4.44 % strain
zero of W_app, full bonds: 4.78 % strain
NEGLECTED EFFECTS
slab: modulus 550 GPa, thickness 1.3 nm, K 715 N/m
19/9, free slab: slab strain -0.611 %
19/9, free slab: total elastic energy 0.1611 J/m^2
19/9, slab forced to layer: strain -3.543 %
19/9, slab forced to layer: 0.897 J/m^2
expansion difference 2e-06 1/K over 800 K: strain 0.16 %
change of u for 9/4, 7/3, 19/9: +2.57, -6.69, +19.21 mJ/m^2
flexural loss of adhesion at 300 K: 3.90 mJ/m^2
flexural loss of adhesion at 1000 K: 12.99 mJ/m^2
7/3 compression: critical buckling wavelength 5.34 nm
7/3 common-cell edge: 0.824 nm
```
